# Steady precession of an easy-plane free layer with a perpendicular polarizer

## Result

A thin, uniformly magnetized free layer whose easy plane is the film plane, driven below its saturation current by spins polarized along the film normal, precesses steadily with angular frequency

$$\omega=\frac{|\sigma|}{\alpha},$$

where $\sigma$ is the spin-torque rate and $\alpha$ the Gilbert damping. The demagnetizing field does not enter this frequency. It sets how far the magnetization tilts out of the plane, and so the current at which precession ends.

**Model.** The layer is uniformly magnetized, with unit vector $\mathbf m$ and saturation magnetization $M_s$. The film normal and the polarizer lie along $\hat{\mathbf z}$, and $u=m_z=\cos\theta$. There is no in-plane anisotropy and no applied field. The motion obeys

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}+\sigma\,\mathbf m\times(\hat{\mathbf z}\times\mathbf m),\qquad \mathbf B=-\mu_0M_{\rm eff}\,u\,\hat{\mathbf z}, \tag{1}$$

with $\gamma>0$, $\alpha>0$ and $\sigma$ constant, independent of angle. A positive $\sigma$ pushes $\mathbf m$ towards $+\hat{\mathbf z}$; reversing the current reverses its sign. Let $\omega_M=\gamma\mu_0M_{\rm eff}>0$.

**Theorem.** Let $0<|\sigma|<\alpha\omega_M$. Every motion that does not start at a pole, $\mathbf m=\pm\hat{\mathbf z}$, tends to the steady precession

$$\dot\varphi=-\frac{\sigma}{\alpha},\qquad \cos\theta=u_*=\frac{\sigma}{\alpha\omega_M}. \tag{2}$$

If $|\sigma|\ge\alpha\omega_M$, every such motion tends instead to the pole selected by the sign of $\sigma$: the layer saturates out of plane.

## Where the two rates come from

**The field.** For a disc with demagnetizing factors $N_x=N_y$ and $N_z$, the demagnetizing field is

$$-M_s(N_xm_x,\,N_xm_y,\,N_zm_z)=-N_xM_s\,\mathbf m-(N_z-N_x)M_s\,u\,\hat{\mathbf z}.$$

The first term is parallel to $\mathbf m$ and exerts no torque. The second is the field in (1), with $M_{\rm eff}=(N_z-N_x)M_s$. Since the three factors add to one, $N_x=(1-N_z)/2$.

**The torque.** A current density $J$ through area $A$ carries $JA/e$ electrons per second. Let each bring, on average, angular momentum $\eta\hbar/2$ along the film normal, where $\eta$ is the spin efficiency. The layer takes up the part perpendicular to $\mathbf m$, which gives the factor $\mathbf m\times(\hat{\mathbf z}\times\mathbf m)$ in (1). The layer, of thickness $t$, holds angular momentum $M_sAt/\gamma$. The ratio of the supply rate to the amount held is

$$|\sigma|=\frac{\eta\hbar JA/(2e)}{M_sAt/\gamma}=\frac{\gamma\hbar\eta J}{2eM_st}. \tag{3}$$

## Lemma 1: the angular equations

Equation (1) is equivalent, away from the poles, to

$$\dot\theta=-\alpha\sin\theta\,\dot\varphi-\sigma\sin\theta, \tag{4}$$

$$\sin\theta\,\dot\varphi=-\omega_M\sin\theta\cos\theta+\alpha\dot\theta. \tag{5}$$

*Proof.* Use the right-handed unit vectors $\mathbf e_r=\mathbf m$, $\mathbf e_\theta$, $\mathbf e_\varphi$. Then

$$\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi,\qquad \hat{\mathbf z}=\cos\theta\,\mathbf e_r-\sin\theta\,\mathbf e_\theta.$$

Because $\mathbf e_r\times\mathbf e_\theta=\mathbf e_\varphi$ and $\mathbf e_r\times\mathbf e_\varphi=-\mathbf e_\theta$, the three torques are as follows.

- Field: $-\gamma\mathbf m\times\mathbf B=\omega_M\cos\theta\,(\mathbf m\times\hat{\mathbf z})=-\omega_M\cos\theta\sin\theta\,\mathbf e_\varphi$.
- Damping: $\alpha\mathbf m\times\dot{\mathbf m}=\alpha\dot\theta\,\mathbf e_\varphi-\alpha\sin\theta\,\dot\varphi\,\mathbf e_\theta$.
- Spin torque: $\sigma\mathbf m\times(\hat{\mathbf z}\times\mathbf m)=\sigma(\hat{\mathbf z}-u\mathbf m)=-\sigma\sin\theta\,\mathbf e_\theta$.

Equating the coefficients of $\mathbf e_\theta$ and of $\mathbf e_\varphi$ gives (4) and (5). ∎

**The steady state.** Set $\dot\theta=0$ with $\sin\theta\neq0$. Dividing (4) by $\sin\theta$ gives $0=-\alpha\dot\varphi-\sigma$, so $\dot\varphi=-\sigma/\alpha$. Dividing (5) by $\sin\theta$ gives $\dot\varphi=-\omega_M\cos\theta$, so $\cos\theta=\sigma/(\alpha\omega_M)$. A solution away from the poles needs $|\cos\theta|<1$, which is the condition $|\sigma|<\alpha\omega_M$. No expansion in $\alpha$ has been made.

**Physical meaning.** Spin torque supplies angular momentum about $z$ at a rate proportional to $\sigma\sin^2\theta$. Damping contributes $\alpha(\mathbf m\times\dot{\mathbf m})_z=\alpha\sin^2\theta\,\dot\varphi$. The two cancel at one rotation rate, whatever the angle. The demagnetizing field points along $z$, so it has no torque about $z$ and cannot enter this balance. Its task is to make $\mathbf m$ turn at the required rate: the layer tilts until its own field, proportional to $u$, is strong enough.

## Lemma 2: the approach to the orbit

The out-of-plane component obeys a closed equation,

$$(1+\alpha^2)\,\dot u=(1-u^2)(\sigma-\alpha\omega_Mu). \tag{6}$$

*Proof.* Equation (5) gives $\sin\theta\,\dot\varphi=-\omega_M\sin\theta\cos\theta+\alpha\dot\theta$. Insert this in (4):

$$\dot\theta=\alpha\omega_M\sin\theta\cos\theta-\alpha^2\dot\theta-\sigma\sin\theta .$$

Collecting $\dot\theta$,

$$(1+\alpha^2)\dot\theta=-\sin\theta\,(\sigma-\alpha\omega_M\cos\theta).$$

Multiply by $-\sin\theta$ and use $\dot u=-\sin\theta\,\dot\theta$ and $\sin^2\theta=1-u^2$. ∎

## Proof of the theorem

Let $|\sigma|<\alpha\omega_M$, so that $u_*$ lies between $-1$ and $1$. The factor $1-u^2$ in (6) is positive away from the poles, so $\dot u$ has the sign of $u_*-u$. A motion starting below $u_*$ rises; one starting above it falls. Neither can cross $u_*$, which is itself a solution. A monotonic, bounded $u(t)$ has a limit, and the limit must be a zero of the right side of (6). The zero available between the start and $u_*$ is $u_*$ itself, so $u\to u_*$.

For the phase, the last equation in the proof of Lemma 2 gives $\dot\theta/\sin\theta$, and (5) becomes

$$\dot\varphi=-\omega_Mu-\alpha\,\frac{\sigma-\alpha\omega_Mu}{1+\alpha^2}=-\frac{\omega_Mu+\alpha\sigma}{1+\alpha^2}. \tag{7}$$

As $u\to\sigma/(\alpha\omega_M)$, the numerator tends to $\sigma/\alpha+\alpha\sigma=(\sigma/\alpha)(1+\alpha^2)$, so $\dot\varphi\to-\sigma/\alpha$.

Now let $\sigma\ge\alpha\omega_M$. Then $\sigma-\alpha\omega_Mu>0$ for every $u<1$, so $u$ rises until it reaches its limit $u=1$. For $\sigma\le-\alpha\omega_M$ the signs reverse and $u\to-1$. At a pole $\mathbf m$ is fixed and there is no precession. ∎

Direct integration of (1), with $\alpha$ equal to 0.1 or 0.3, $|\sigma|/(\alpha\omega_M)$ from 0.2 to 0.8 and five different combinations of these with starting angle, gave $\sigma/\alpha$ with a largest relative error of about $10^{-10}$. With $\alpha=0.1$, a drive 3 % below the limit gave precession and one 3 % above it gave saturation.

**Settling time.** Put $u=u_*+\delta$ in (6). The second factor is $-\alpha\omega_M\delta$, so to first order in $\delta$

$$\dot\delta=-\Gamma\delta,\qquad \Gamma=\frac{\alpha\omega_M(1-u_*^2)}{1+\alpha^2}. \tag{8}$$

The approach becomes slow near saturation, where $1-u_*^2\to0$.

**Phase lost during start-up.** Divide (4) by $\sin\theta$ and use $\dot\theta/\sin\theta=-\dot u/(1-u^2)$. This gives $\alpha\dot\varphi=-\sigma+\dot u/(1-u^2)$, which integrates to

$$\varphi(t)-\varphi(0)=-\frac{\sigma t}{\alpha}+\frac{\operatorname{artanh}u(t)-\operatorname{artanh}u(0)}{\alpha}. \tag{9}$$

The last term tends to a constant. A layer starting in the plane therefore lags the final steady rotation by $\operatorname{artanh}(|u_*|)/\alpha$ radians.

## Limits

*Weak current.* As $\sigma\to0$, both $\omega$ and $u_*$ go to zero in proportion to $\sigma$. In this ideal model there is no threshold: any non-zero torque turns the layer, because nothing holds it at a particular in-plane angle.

*Near saturation.* As $|\sigma|\to\alpha\omega_M$ from below, $\omega\to\omega_M$. The upper limit of frequency is thus set by the demagnetizing field, not by damping.

*Changing the damping.* At fixed current, halving $\alpha$ doubles the frequency, provided the layer stays below saturation. It also halves the saturation current. Lower damping therefore reaches a given frequency with less current, but leaves the upper limit $\omega_M$ where it was.

## Remark 1: what leaves the frequency unchanged

Add an axial field $B_z\hat{\mathbf z}$ and a constant field-like torque $\beta\sigma\,\mathbf m\times\hat{\mathbf z}$. Since $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\varphi$, they add $\gamma B_z\sin\theta-\beta\sigma\sin\theta$ to the right side of (5) and nothing to (4). The steady state still has $\dot\varphi=-\sigma/\alpha$, while (5) now gives

$$u_*=\frac{\sigma/\alpha+\gamma B_z-\beta\sigma}{\omega_M}.$$

The cone angle and the saturation limits move; the frequency does not, as long as $|u_*|<1$.

The result also survives a change of damping convention. Suppose that the spin torque is added to the explicit Landau–Lifshitz form, with damping term $-\alpha\gamma\mathbf m\times(\mathbf m\times\mathbf B)$. This term equals $\alpha\omega_Mu\,\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\alpha\omega_M\cos\theta\sin\theta\,\mathbf e_\theta$. Hence $\dot\theta=\sin\theta(\alpha\omega_M\cos\theta-\sigma)$ and $\dot\varphi=-\omega_M\cos\theta$, which again give (2). This holds for the spin torque alone. A field-like torque added to the explicit form enters $\dot\varphi$ but not $\dot\theta$, and the frequency becomes $\dot\varphi=-\sigma/\alpha-\beta\sigma$.

## Example: a 60 nm disc

The inputs are rough values for a Permalloy-like disc: diameter 60 nm, $t=3$ nm, $M_s=800$ kA/m, $\alpha=0.01$, $\eta=0.3$. The current density is 8.0 MA/cm², or $8.0\times10^{10}$ A/m², which is 0.226 mA in total.

The disc shape gives $N_z=0.8764$ and $N_x=0.0618$. Then $M_{\rm eff}=0.8146\times800\approx652$ kA/m and $\mu_0M_{\rm eff}=0.819$ T, so

$$\omega_M=(1.7609\times10^{11})(0.8189)\ \text{rad/s}=144.2\ \text{rad/ns},\qquad \frac{\omega_M}{2\pi}=22.95\ \text{GHz}.$$

From (3),

$$\sigma=\frac{(1.7609\times10^{11})(1.0546\times10^{-34})(0.3)(8.0\times10^{10})}{2(1.6022\times10^{-19})(8.0\times10^{5})(3\times10^{-9})}\ \text{s}^{-1}=0.5795\ \text{ns}^{-1}.$$

Dividing by the damping,

$$\omega=\frac{0.5795}{0.01}=57.95\ \text{rad/ns},\qquad f=\frac{57.95}{2\pi}=9.22\ \text{GHz}.$$

The tilt is $u_*=57.95/144.2=0.402$, or $66.3^\circ$ from the normal. Integrating (1) for this disc gives the same frequency and tilt to the digits shown.

The frequency rises by 1.15 GHz per MA/cm² until saturation at 19.9 MA/cm². The settling time is $1/\Gamma=0.83$ ns, about eight turns. By (9), a start in the plane costs $\operatorname{artanh}(0.402)/0.01\approx43$ rad, or about seven turns, relative to a layer already in steady rotation.

## Remark 2: where the assumptions fail

**Angle-dependent torque.** Let the rate be $\sigma/(1+\lambda u)$. The steady equations become $\dot\varphi=-\sigma/[\alpha(1+\lambda u)]$ and $\dot\varphi=-\omega_Mu$, hence

$$u(1+\lambda u)=\frac{\sigma}{\alpha\omega_M}.$$

The frequency is no longer proportional to current. At the example's current, $\lambda=+0.3$ lowers it by 9.8 % and $\lambda=-0.3$ raises it by 16.3 %. The relation "torque rate divided by damping" still holds if the rate is taken at the actual angle.

**In-plane anisotropy.** An easy axis along $x$ adds a field $B_Km_x\hat{\mathbf x}$, whose contribution to $\dot u$ is $\gamma B_Km_xm_y$. A static state in the plane needs this to cancel $\sigma$. With $m_xm_y=\tfrac12\sin2\varphi$,

$$\sin2\varphi=-\frac{2\sigma}{\gamma B_K},$$

which has a solution for $|\sigma|\le\gamma B_K/2$. If the current is raised slowly enough for the layer to follow this static state, the layer is therefore held until the current exceeds a threshold. For $B_K=2$ mT this is 2.43 MA/cm², well below the example's 8.0. The motion is hysteretic: a current switched on suddenly can start the rotation somewhat below this value, and a layer already rotating keeps rotating at half of it. The threshold also neglects thermal motion. For the example's disc at 300 K, the barrier between the two easy directions, $\tfrac12M_sVB_K$ with $V$ the volume, is only about $1.6\,k_BT$, so the layer is not firmly held and can start to turn well below this threshold. In simulations, a layer started within 0.02 rad of the static state did not rotate at 95 % of the threshold, and one started in the plane at $\varphi=-45^\circ$ rotated at 105 %.

Once the layer rotates, $\gamma B_Km_xm_y=\tfrac12\gamma B_K\sin^2\theta\sin2\varphi$ oscillates at twice the precession frequency. Integrating it at constant $\omega$ and nearly constant $\theta$ gives a swing in $u$ of amplitude

$$\frac{\gamma B_K\sin^2\theta}{4\omega}=\frac{0.352\times0.838}{4\times57.95}\approx0.0013,$$

in agreement with the simulated 0.00127. The simulated mean frequency changes by only about $10^{-3}$ %.

**Temperature.** Let $P(u)$ be the stationary probability density. Isotropic thermal noise diffuses $\mathbf m$ over the sphere. Equal areas of the sphere correspond to equal intervals of $u$, so a uniform $P$ carries no diffusion current, and with (6) the probability current is

$$(1-u^2)\left[\frac{\sigma-\alpha\omega_Mu}{1+\alpha^2}P-D\frac{dP}{du}\right]=0.$$

It vanishes because no probability leaves through the poles. At $\sigma=0$ the solution must be the Boltzmann law for the energy $\tfrac12\mu_0M_sM_{\rm eff}Vu^2$, with $V$ the volume. This fixes $D=\alpha\omega_M/[(1+\alpha^2)\Lambda]$, where $\Lambda=\mu_0M_sM_{\rm eff}V/(k_BT)$. Assuming that the current adds no noise of its own, the bracket becomes $dP/du=-\Lambda(u-u_*)P$, and

$$P(u)\propto e^{-\Lambda(u-u_*)^2/2}.$$

At 300 K, $\Lambda=1342$, so the rms spread of $u$ is $1/\sqrt{1342}=0.027$. The poles are more than twenty such widths away, so the mean of $u$ is $u_*$ and, by (7), the mean frequency remains $\sigma/\alpha$. A stochastic simulation gave a spread 3 % above the formula and a mean frequency of 9.21 GHz, 0.2 % below $\sigma/\alpha$. With 600 copies followed for about 4 ns, sampling errors are of order 1 % and 0.2 % respectively, so the spread is confirmed to a few per cent.

The instantaneous frequency nevertheless has an rms spread of $0.0273\times22.95\approx0.63$ GHz. If $u$ stayed fixed, this would build up a phase error of 3.26 rad in one settling time. Because the fluctuation relaxes at the rate $\Gamma$, the rms error is smaller by a factor $\sqrt{2/e}$, which gives 2.8 rad. Phase coherence is lost before the fluctuation in $u$ has decayed, and the line width is then comparable with the frequency spread. For so small a disc, the theorem gives the centre of a broad line.

**Uniform magnetization.** The current's own Oersted field is $\mu_0JR/2=1.5$ mT at the rim, with $R$ the disc radius. For an exchange stiffness $A_{\rm ex}=13$ pJ/m, exchange opposes the lowest non-uniform mode with a field $2A_{\rm ex}k^2/M_s=122$ mT, where $kR=1.841$. The ratio is about 1 %, but it measures the distortion only for a static field. Seen from the precessing magnetization, the Oersted field turns at the rate $\omega$ and drives the mode periodically. Let $\omega_{\rm ex}=\gamma\times122$ mT $=21.5$ rad/ns. Without damping, small deviations from the orbit with the shape of this mode obey

$$\delta\dot u=\omega_{\rm ex}\sin^2\theta\,\delta\varphi,\qquad \delta\dot\varphi=-\left(\omega_M+\frac{\omega_{\rm ex}}{\sin^2\theta}\right)\delta u,$$

so the mode oscillates at $\sqrt{\omega_{\rm ex}(\omega_{\rm ex}+\omega_M\sin^2\theta)}\approx55$ rad/ns. The example's $\omega$ is 58 rad/ns, which is close to resonance, and the distortion can be many times larger than the static ratio suggests. This estimate leaves out the non-uniform part of the dipolar field, which shifts the mode to about 60 rad/ns, and it does not test whether uniform precession is stable. At the example's current it is not. When exchange and the full dipolar field are resolved across the disc, the magnetization becomes strongly non-uniform, with or without the Oersted field, and the frequency falls roughly 20 % below $\sigma/\alpha$. At half the current the shortfall is only about 2 %. The example therefore shows what the uniform model predicts, not what a disc of this size does at this current.

## Comparison with a real oscillator

A real device has to turn the motion into a voltage. A resistance that depends on the angle to the perpendicular polarizer depends on $u$, which is constant on the steady orbit, so that layer alone gives no oscillating signal. A second reference layer, magnetized in the plane, can supply one. It also brings a stray field and a spin torque that break the symmetry about $z$, and these are not sized here. Within the uniform model, the largest frequency shift computed here comes from the angle dependence of the torque, 10 to 16 % for $|\lambda|=0.3$. At the example's current the loss of uniformity shifts the frequency by more, roughly 20 %. Uncertainty in the inputs matters as much: since $f\propto\eta J/(\alpha M_st)$ below saturation, a 20 % error in $\eta$ is a 20 % error in frequency. The full set of values is in the numerical output below.

## Numbers as computed

```
largest relative frequency error, 5 test orbits: 9.6e-11
INPUTS (rough, Permalloy-like disc)
diameter: 60 nm, thickness: 3 nm
saturation magnetization: 800 kA/m
damping: 0.01, spin efficiency: 0.3
current density: 8.0 MA/cm2
current: 0.226 mA, temperature: 300 K
RESULTS
gyromagnetic ratio: 1.7609e+11 rad/(s T)
demagnetizing factors N_z, N_x: 0.8764, 0.0618
M_eff: 651.7 kA/m, mu0 M_eff: 0.8189 T
omega_M: 144.20 rad/ns
upper frequency limit omega_M/2pi: 22.95 GHz
spin-torque rate sigma: 0.5795 1/ns
sigma/alpha: 57.95 rad/ns
frequency from sigma/alpha: 9.223 GHz
frequency from simulation: 9.223 GHz
cos(theta) formula, simulation: 0.4019, 0.4019
angle from z: 66.3 deg
frequency per current density: 1.153 GHz per MA/cm2
saturation current density: 19.91 MA/cm2
settling time 1/Gamma: 0.827 ns
NEGLECTED EFFECTS
torque asymmetry +0.3: frequency change -9.8 %
torque asymmetry -0.3: frequency change +16.3 %
in-plane anisotropy field: 2.0 mT
  current density to start from rest: 2.43 MA/cm2
  change of mean frequency: -1.0e-03 %
  swing of cos(theta): +-0.00127
mu0 Ms M_eff V/(kT): 1342
thermal rms of cos(theta), formula: 0.0273
thermal rms of cos(theta), simulation: 0.0281
thermal rms frequency spread: 0.627 GHz
rms angular-frequency spread / Gamma: 3.26
mean frequency at temperature: 9.206 GHz
Oersted field at rim: 1.51 mT
exchange stiffness: 13 pJ/m
exchange field, lowest non-uniform mode: 122 mT
```
